# Thermal Hartree-Fock Is Not Exact for One Electron: verification in Python

```python
# Result under test: thermal Hartree-Fock (HF) is not exact for one electron
# at T > 0, and it gives a finite system false sharp transitions.
# Model: Hubbard dimer, hopping -t, on-site repulsion U, energies in eV.
# Spin orbitals: site1 up, site2 up, site1 down, site2 down.
# gamma[p,q] = <c_q^dagger c_p>; kT = temperature in eV; number = mean N.
# "gc" = exact grand canonical at fixed mean N; "can" = exactly one electron.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize
from scipy.special import expit, xlogy, logsumexp

t, U = 1.0, 3.0
rng = np.random.default_rng(4)
HOP = np.zeros((4, 4))
for a, b in ((0, 1), (2, 3)):
    HOP[a, b] = HOP[b, a] = -t
UNIFORM = np.array([1.0, 1.0, -1.0, -1.0])
STAGGERED = np.array([1.0, -1.0, -1.0, 1.0])


# ---------- thermal Hartree-Fock ----------
def fill(matrix, kT, number):
    """Fermi function of a Hermitian matrix with the trace fixed."""
    e, v = np.linalg.eigh(matrix)
    mu = brentq(lambda m: expit((m - e) / kT).sum() - number,
                e[0] - 50 * kT, e[-1] + 50 * kT, xtol=1e-14, rtol=1e-14)
    return (v * expit((mu - e) / kT)) @ v.conj().T


def mean_field(gamma):
    fock = HOP.astype(complex)
    for u, d in ((0, 2), (1, 3)):
        fock[u, u] += U * gamma[d, d]
        fock[d, d] += U * gamma[u, u]
        fock[u, d] -= U * gamma[u, d]
        fock[d, u] -= U * gamma[d, u]
    return fock


def interaction(gamma):
    return U * sum((gamma[u, u] * gamma[d, d]).real - abs(gamma[u, d])**2
                   for u, d in ((0, 2), (1, 3)))


def energy(gamma):
    return np.trace(HOP @ gamma).real + interaction(gamma)


def free_energy(gamma, kT):
    f = np.clip(np.linalg.eigvalsh(gamma), 0, 1)
    return energy(gamma) + kT * (xlogy(f, f) + xlogy(1 - f, 1 - f)).sum()


def seed(p, number, pattern):
    return np.diag(number / 4 * (1 + p * pattern)).astype(complex)


def gain(p, kT, number, pattern):
    """Order parameter after one mean-field step divided by the input."""
    out = fill(mean_field(seed(p, number, pattern)), kT, number)
    return (pattern @ np.diag(out)).real / (number * p)


def solve_hf(kT, number, pattern):
    p = 0.0
    if gain(1e-4, kT, number, pattern) > 1:
        p = brentq(lambda q: gain(q, kT, number, pattern) - 1,
                   1e-4, 1 + 1e-9, xtol=1e-14, rtol=1e-14)
    return p, fill(mean_field(seed(p, number, pattern)), kT, number)


def random_start_hf(kT, number):
    x = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    gamma = fill(x + x.conj().T, 1.0, number)
    for _ in range(300):
        gamma = 0.3 * gamma + 0.7 * fill(mean_field(gamma), kT, number)
    return free_energy(gamma, kT)


# ---------- exact Fock space ----------
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
c = []
for p in range(4):
    op = np.eye(1)
    for q in range(4):
        op = np.kron(op, sign if q < p else lower if q == p else one)
    c.append(op)
n = [x.T @ x for x in c]
NUM = sum(n)
W = U * (n[0] @ n[2] + n[1] @ n[3])
H = W + sum(HOP[p, q] * c[p].T @ c[q] for p in range(4) for q in range(4))
_, VEC = np.linalg.eigh(H + 100 * NUM)


def in_eigenstates(operator):
    return np.einsum('ia,ij,ja->a', VEC, operator, VEC)


E_LEVEL, N_LEVEL = in_eigenstates(H), np.rint(in_eigenstates(NUM))


def exact_gc(kT, number):
    def weights(mu):
        logs = (mu * N_LEVEL - E_LEVEL) / kT
        return np.exp(logs - logsumexp(logs))
    mu = brentq(lambda m: weights(m) @ N_LEVEL - number, -60, 60,
                xtol=1e-14, rtol=1e-14)
    omega = -kT * logsumexp((mu * N_LEVEL - E_LEVEL) / kT)
    return weights(mu), omega + mu * number


def gaussian_state(gamma):
    f, v = np.linalg.eigh(gamma)
    kappa = (v * np.log((1 - f) / f)) @ v.conj().T
    rho = expm(-sum(kappa[p, q] * c[p].T @ c[q]
                    for p in range(4) for q in range(4)))
    return rho / np.trace(rho)


# Wick pair sum against an explicit Fock-space trace, generic repulsion
x = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
gamma_test = fill(x + x.conj().T, 1.3, 1)
v_rep = rng.uniform(0.5, 2, (4, 4))
v_rep = v_rep + v_rep.T
W_rep = 0.5 * sum(v_rep[p, q] * n[p] @ n[q]
                  for p in range(4) for q in range(4) if p != q)
f_nat, phi = np.linalg.eigh(gamma_test)
pair_sum = 0.0
for a in range(4):
    for b in range(a):
        direct = abs(phi[:, a])**2 @ v_rep @ abs(phi[:, b])**2
        overlap = phi[:, a].conj() * phi[:, b]
        w_ab = direct - (overlap @ v_rep @ overlap.conj()).real
        assert w_ab > 0
        pair_sum += f_nat[a] * f_nat[b] * w_ab
rho_test = gaussian_state(gamma_test)
assert abs(np.trace(rho_test @ W_rep).real - pair_sum) < 1e-10
pairs = np.trace(rho_test @ NUM @ (NUM - np.eye(16))).real / 2
variance = np.trace(rho_test @ NUM @ NUM).real - 1
assert abs(pairs - (1 - f_nat @ f_nat) / 2) < 1e-10
assert abs(pairs - variance / 2) < 1e-10

# HF free energy is the Fock-space free energy of the Gaussian state,
# and the self-consistent solution is a stationary minimum
_, g03 = solve_hf(0.3, 1, UNIFORM)
rho = gaussian_state(g03)
prob = np.linalg.eigvalsh(rho)
F_fock = np.trace(rho @ H).real + 0.3 * xlogy(prob.clip(0), prob.clip(0)).sum()
assert abs(F_fock - free_energy(g03, 0.3)) < 1e-9
for _ in range(5):
    x = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    x = (x + x.conj().T) * 1e-4
    Fp, Fm = [free_energy(fill(mean_field(g03) + s * x, 0.3, 1), 0.3)
              for s in (1, -1)]
    assert abs(Fp - Fm) / 2e-4 < 1e-6
    assert Fp + Fm - 2 * free_energy(g03, 0.3) > 0


# ---------- one electron: onset of the false polarization ----------
def paramagnet_occupations(kT):
    ch = 2 * np.cosh(t / kT)
    z = 2 / (ch + np.sqrt(ch**2 + 12))
    return expit(np.log(z) + t / kT), expit(np.log(z) - t / kT)


def stoner(kT, repulsion):
    return repulsion / (2 * kT) * sum(f * (1 - f)
                                      for f in paramagnet_occupations(kT))


def onset(repulsion):
    return brentq(lambda T: stoner(T, repulsion) - 1,
                  repulsion / 20, repulsion, xtol=1e-15)


Tc1 = onset(U)
assert abs(gain(1e-5, Tc1, 1, UNIFORM) - 1) < 1e-7
assert gain(1e-5, Tc1, 1, STAGGERED) < 1
assert np.all(np.diff([stoner(T, U) for T in np.logspace(-2, 1.5, 200)]) < 0)
assert abs(onset(0.1) / 0.1 - 1 / 8) < 1e-6


def spin_free_energy(nn, kT):
    """Free electrons of one spin, mean number nn, levels -t and +t."""
    ch = 2 * mp.cosh(t / kT)
    z = 2 * nn / ((1 - nn) * ch + mp.sqrt((1 - nn)**2 * ch**2
                                         + 4 * nn * (2 - nn)))
    return kT * (nn * mp.log(z) - mp.log(1 + z * ch + z * z))


A2 = float(mp.diff(lambda y: spin_free_energy(y, Tc1), 0.5, 2))
A4 = float(mp.diff(lambda y: spin_free_energy(y, Tc1), 0.5, 4))
A2_T = float(mp.diff(spin_free_energy, (0.5, Tc1), (2, 1)))
assert abs(A2 - U / 2) < 1e-7 and A4 > 0
s03 = solve_hf(0.3, 1, UNIFORM)[0]
F_formula = U * (1 - s03**2) / 8 + float(
    spin_free_energy((1 + s03) / 2, 0.3) + spin_free_energy((1 - s03) / 2, 0.3))
assert abs(F_formula - free_energy(g03, 0.3)) < 1e-9


# ---------- two electrons: onset of the false staggered moment ----------
Tc2 = t / (2 * np.arctanh(2 * t / U))
assert abs(gain(1e-5, Tc2, 2, STAGGERED) - 1) < 1e-7
assert gain(1e-5, Tc2, 2, UNIFORM) < 1
for T in (0.2, 0.4, 0.6):
    gap = np.hypot(t, U * solve_hf(T, 2, STAGGERED)[0] / 2)
    assert abs(U / (2 * gap) * np.tanh(gap / (2 * T)) - 1) < 1e-9

# random complex noncollinear starts find nothing lower
for number, pattern, temps in ((1, UNIFORM, (0.2, 0.3, 0.45)),
                               (2, STAGGERED, (0.4, 0.8))):
    for T in temps:
        best = min(random_start_hf(T, number) for _ in range(6))
        found = free_energy(solve_hf(T, number, pattern)[1], T)
        assert abs(best - found) < 1e-8


# ---------- heat capacities on both sides of the onset ----------
def side_limit(energy_of_T, Tc, side):
    def slope(T):
        w = 2.5e-4 * Tc
        return (energy_of_T(T + w) - energy_of_T(T - w)) / (2 * w)
    return 2 * slope(Tc * (1 + side * 1e-3)) - slope(Tc * (1 + side * 2e-3))


cap = {}
for number, pattern, Tc in ((1, UNIFORM, Tc1), (2, STAGGERED, Tc2)):
    hf = lambda T: energy(solve_hf(T, number, pattern)[1])
    ex = lambda T: exact_gc(T, number)[0] @ E_LEVEL
    cap[number] = [side_limit(g, Tc, s) for g in (hf, ex) for s in (-1, 1)]
    assert abs(cap[number][2] - cap[number][3]) < 1e-3
jump1 = 6 * Tc1 * A2_T**2 / A4
sech2 = 1 / np.cosh(t / (2 * Tc2))**2
F_yy = (np.tanh(t / (2 * Tc2)) / t**2 - sech2 / (2 * Tc2 * t)) / (2 * t)
jump2 = sech2**2 / (4 * Tc2**3 * F_yy)
assert abs(cap[1][0] - cap[1][1] - jump1) < 5e-3
assert abs(cap[2][0] - cap[2][1] - jump2) < 5e-3

# ---------- low-temperature dilemma and its cure ----------
def F_can(T):
    logs = -E_LEVEL[N_LEVEL == 1] / T
    return -T * logsumexp(logs)


cold = 0.05
g_cold = solve_hf(cold, 1, UNIFORM)[1]
lost_entropy = (free_energy(g_cold, cold) - F_can(cold)) / cold
assert abs(lost_entropy - np.log(2)) < 1e-5
F_sym = free_energy(fill(HOP, cold, 1), cold)
assert abs(F_sym - (-t + U / 8 - 2 * cold * np.log(2))) < 1e-8
levels_cold = np.linalg.eigvalsh(mean_field(g_cold))
assert np.allclose(levels_cold, np.sort([-t, t, -t + U/2, t + U/2]), atol=1e-4)

vacuum = np.eye(16)[0]
one_electron = np.array([op.T @ vacuum for op in c])
H_one = one_electron @ H @ one_electron.T
upper = np.triu_indices(4)


def projected_free_energy(params, kT=0.3):
    K = np.zeros((4, 4))
    K[upper] = params
    K = K + np.triu(K, 1).T
    e, v = np.linalg.eigh(K)
    weight = np.exp(-e - logsumexp(-e))
    return (weight @ np.einsum('ia,ij,ja->a', v, H_one, v)
            - kT * (weight @ e + logsumexp(-e)))


F_proj = minimize(projected_free_energy, rng.normal(size=10)).fun
assert abs(F_proj + 0.3 * np.log(4 * np.cosh(t / 0.3))) < 1e-6

# ---------- number sectors of the "one-electron" HF state at onset ----------
g_on = fill(HOP, Tc1, 1)
fb, fa = paramagnet_occupations(Tc1)
assert np.allclose(np.linalg.eigvalsh(g_on), [fa, fa, fb, fb], atol=1e-9)
diag_rho = np.diag(gaussian_state(g_on)).real
count = np.rint(np.diag(NUM))
P = [diag_rho[count == k].sum() for k in range(5)]
E_sector = [(diag_rho * np.diag(W))[count == k].sum() for k in range(5)]
assert abs(E_sector[1]) < 1e-14 and abs(sum(E_sector) - U / 8) < 1e-9

kelvin = constants.e / constants.k
print(f"hopping t = {t:.1f} eV, repulsion U = {U:.1f} eV")
print("ONE ELECTRON (mean N = 1)")
print(f"HF transition kTc = {Tc1:.5f} eV, Tc = {Tc1 * kelvin:.0f} K")
print(f"weak-coupling estimate U/8 = {U / 8:.4f} eV")
print(f"occupation per spin at kTc: bonding {fb:.5f}, antibonding {fa:.5f}")
print("HF state at kTc, number sectors:")
for k in range(5):
    print(f" N={k}: probability {P[k]:.5f}, interaction {E_sector[k]:.5f} eV")
print(f"total HF interaction energy at kTc = {sum(E_sector):.5f} eV")
print("s = HF polarization; Eint = interaction energy; energies in eV")
print("   kT       s   Eint_HF  Eint_gc     F_HF     F_gc    F_can")
difference = {}
for T in (0.05, 0.1, 0.2, 0.3, 0.35, Tc1, 0.5, 1.0, 2.0):
    s, g = solve_hf(T, 1, UNIFORM)
    w, Fg = exact_gc(T, 1)
    Fh, Fc = free_energy(g, T), F_can(T)
    assert Fh >= Fg - 1e-10 and Fg <= Fc + 1e-10
    difference[T] = Fh - Fc
    print(f"{T:.4f} {s:.5f} {interaction(g):8.5f} "
          f"{w @ in_eigenstates(W):8.5f} {Fh:8.5f} {Fg:8.5f} {Fc:8.5f}")
assert difference[0.3] > 0 > difference[2.0]
print("HF levels at kT = 0.05 eV:",
      " ".join(f"{e:.4f}" for e in levels_cold), "eV")
print(f"entropy lost by polarized HF at kT = 0.05 eV: {lost_entropy:.5f} k")
print(f"symmetric HF free energy at kT = 0.05 eV: {F_sym:.5f} eV")
print(f"number-projected minimum at kT = 0.3 eV: {F_proj:.5f} eV")
print(f"HF heat capacity below, above Tc: {cap[1][0]:.3f}, {cap[1][1]:.3f} k")
print(f"HF jump from formula: {jump1:.3f} k")
print(f"exact gc heat capacity there: {cap[1][2]:.3f}, {cap[1][3]:.3f} k")
print("TWO ELECTRONS (mean N = 2)")
print(f"HF transition kTc = {Tc2:.5f} eV, Tc = {Tc2 * kelvin:.0f} K")
print("m = HF staggered moment; corr = exact <M1 M2>, M = n_up - n_down")
print("   kT       m    F_HF/eV  F_gc/eV     corr")
M1M2 = (n[0] - n[2]) @ (n[1] - n[3])
for T in (0.1, 0.3, 0.5, 0.6, Tc2, 0.8, 1.2):
    m, g = solve_hf(T, 2, STAGGERED)
    w, Fg = exact_gc(T, 2)
    Fh = free_energy(g, T)
    assert Fh >= Fg - 1e-10
    assert abs(w @ in_eigenstates(n[0] - n[2])) < 1e-9
    print(f"{T:.4f} {m:.5f} {Fh:9.5f} {Fg:8.5f} {w @ in_eigenstates(M1M2):8.5f}")
print(f"HF heat capacity below, above Tc: {cap[2][0]:.3f}, {cap[2][1]:.3f} k")
print(f"HF jump from formula: {jump2:.3f} k")
print(f"exact gc heat capacity there: {cap[2][2]:.3f}, {cap[2][3]:.3f} k")
print("every check passed")
```

Output:

```
hopping t = 1.0 eV, repulsion U = 3.0 eV
ONE ELECTRON (mean N = 1)
HF transition kTc = 0.38278 eV, Tc = 4442 K
weak-coupling estimate U/8 = 0.3750 eV
occupation per spin at kTc: bonding 0.49476, antibonding 0.00524
HF state at kTc, number sectors:
 N=0: probability 0.25260, interaction 0.00000 eV
 N=1: probability 0.49738, interaction 0.00000 eV
 N=2: probability 0.24745, interaction 0.36726 eV
 N=3: probability 0.00257, interaction 0.00770 eV
 N=4: probability 0.00001, interaction 0.00004 eV
total HF interaction energy at kTc = 0.37500 eV
s = HF polarization; Eint = interaction energy; energies in eV
   kT       s   Eint_HF  Eint_gc     F_HF     F_gc    F_can
0.0500 1.00000  0.00000  0.00001 -1.00000 -1.03466 -1.03466
0.1000 0.99889  0.00083  0.00201 -1.00011 -1.06999 -1.06931
0.2000 0.94540  0.03983  0.02251 -1.01057 -1.15457 -1.13864
0.3000 0.72902  0.17570  0.04488 -1.06473 -1.26264 -1.20833
0.3500 0.48649  0.28625  0.05260 -1.11614 -1.32426 -1.24375
0.3828 0.00000  0.37500  0.05644 -1.15971 -1.36709 -1.26738
0.5000 0.00000  0.37500  0.06452 -1.33569 -1.53402 -1.35565
1.0000 0.00000  0.37500  0.08120 -2.22395 -2.40111 -1.82008
2.0000 0.00000  0.37500  0.14769 -4.30783 -4.43295 -3.01282
HF levels at kT = 0.05 eV: -1.0000 0.5000 1.0000 2.5000 eV
entropy lost by polarized HF at kT = 0.05 eV: 0.69315 k
symmetric HF free energy at kT = 0.05 eV: -0.69431 eV
number-projected minimum at kT = 0.3 eV: -1.20833 eV
HF heat capacity below, above Tc: 2.889, 0.279 k
HF jump from formula: 2.610 k
exact gc heat capacity there: 0.635, 0.635 k
TWO ELECTRONS (mean N = 2)
HF transition kTc = 0.62133 eV, Tc = 7210 K
m = HF staggered moment; corr = exact <M1 M2>, M = n_up - n_down
   kT       m    F_HF/eV  F_gc/eV     corr
0.1000 0.74536  -0.66667 -1.00001 -0.79984
0.3000 0.72595  -0.67501 -1.03773 -0.67400
0.5000 0.54100  -0.78335 -1.23807 -0.41288
0.6000 0.24544  -0.91627 -1.38849 -0.31986
0.6213 0.00000  -0.95313 -1.42355 -0.30349
0.8000 0.00000  -1.30617 -1.74744 -0.20188
1.2000 0.00000  -2.23225 -2.59846 -0.09726
HF heat capacity below, above Tc: 4.369, 1.439 k
HF jump from formula: 2.930 k
exact gc heat capacity there: 1.215, 1.215 k
every check passed
```
